\section*{Four-wave mixing of three plane waves in the quantum vacuum}

\section{The problem}

Virtual electron--positron pairs make the vacuum weakly nonlinear. For fields far below the critical field $E_{\rm cr}=m^2c^3/(e\hbar)$ and photon energies far below $mc^2$, the leading description is the Euler--Heisenberg Lagrangian density, in SI units,
\begin{equation}
L=\frac{\varepsilon_0}{2}\mathcal F+\xi\left(\mathcal F^2+7\mathcal G^2\right),\qquad
\xi=\frac{2\alpha^2\varepsilon_0^2\hbar^3}{45\,m^4c^5},
\label{lag}
\end{equation}
with $\mathcal F=\mathbf E^2-c^2\mathbf B^2$ and $\mathcal G=c\,\mathbf E\cdot\mathbf B$. Here $m$ is the electron mass and $\alpha$ the fine-structure constant. Terms with derivatives of the fields and with higher powers of the fields are left out.

Three linearly polarized plane waves cross in vacuum. With $\theta_j=\mathbf k_j\cdot\mathbf r-\omega_jt$, $\mathbf k_j=\omega_j\mathbf n_j/c$ and $\mathbf b_j=\mathbf n_j\times\mathbf e_j$, their fields are
\begin{equation}
\mathbf E_j=\tfrac12A_j\mathbf e_je^{i\theta_j}+\text{c.c.},\qquad
c\mathbf B_j=\tfrac12A_j\mathbf b_je^{i\theta_j}+\text{c.c.}
\label{waves}
\end{equation}
Beams 1 and 2 have wavelength 400 nm and travel along $\hat x$ and $\hat y$, both polarized along $\hat z$. Beam 3 has wavelength 800 nm, travels along $\hat z$ and is polarized along $\hat x$. Each has intensity $10^{26}\ \mathrm{W/m^2}$, and they overlap over a length $L_s=10\ \mu$m.

(a) Derive the nonlinear wave equation for $\mathbf E$. (b) Find the frequency and direction of the new wave that the three beams can drive resonantly. (c) Find its source, and the field that leaves the overlap region.

\section{A tempting solution}

The following solution contains an error, although much of it is sound.

Treat the vacuum as a nonlinear dielectric. Since $\partial\mathcal F/\partial\mathbf E=2\mathbf E$ and $\partial\mathcal G/\partial\mathbf E=c\mathbf B$, its polarization is
\begin{equation}
\mathbf P=\frac{\partial}{\partial\mathbf E}\,\xi(\mathcal F^2+7\mathcal G^2)
=\xi\left(4\mathcal F\,\mathbf E+14\,\mathcal G\,c\mathbf B\right).
\label{P}
\end{equation}
A polarization drives the field through the familiar equation
\begin{equation}
\nabla^2\mathbf E-\frac1{c^2}\partial_t^2\mathbf E=\mu_0\,\partial_t^2\mathbf P .
\label{wrong}
\end{equation}

$\mathbf P$ is cubic in the fields, so it contains the phase $\theta_4=\theta_1+\theta_2-\theta_3$. In units of $k_3$ and $\omega_3$,
\begin{equation}
\mathbf k_4=(2,0,0)+(0,2,0)-(0,0,1)=(2,2,-1),\qquad \omega_4=2+2-1=3 .
\label{k4}
\end{equation}
Because $\sqrt{4+4+1}=3$, this combination satisfies $\omega_4=c|\mathbf k_4|$ and can drive a free wave.

For the amplitude, collect the terms with phase $\theta_4$. Each of the three field factors brings $\tfrac12$, which gives $\tfrac18A_1A_2A_3^*$. Define
\begin{equation}
S_{ij}=\mathbf e_i\cdot\mathbf e_j-\mathbf b_i\cdot\mathbf b_j,\qquad
G_{ij}=\mathbf e_i\cdot\mathbf b_j+\mathbf e_j\cdot\mathbf b_i .
\end{equation}
Waves $i$ and $j$ enter the quadratic form $\mathcal F$ in two orders and contribute $2S_{ij}$; they contribute $G_{ij}$ to $\mathcal G$. The remaining wave $k$ supplies the vector. Writing $\mathbf P=\tfrac12\tilde{\mathbf P}e^{i\theta_4}+\text{c.c.}$ doubles the coefficient, so
\begin{equation}
\tilde{\mathbf P}=\tfrac14\xi A_1A_2A_3^*\sum_k\left(8S_{ij}\mathbf e_k+14G_{ij}\mathbf b_k\right)
=\xi A_1A_2A_3^*\,\mathbf p,\quad
\mathbf p=\sum_k\left(2S_{ij}\mathbf e_k+\tfrac72G_{ij}\mathbf b_k\right),
\label{p}
\end{equation}
where $k$ runs over 1, 2, 3 and $i,j$ are the other two waves. Here
\[
\mathbf b_1=\hat x\times\hat z=-\hat y,\qquad
\mathbf b_2=\hat y\times\hat z=\hat x,\qquad
\mathbf b_3=\hat z\times\hat x=\hat y .
\]
The products are $S_{12}=1-0=1$, $S_{13}=0-(-1)=1$, $S_{23}=0$, $G_{12}=G_{13}=0$ and $G_{23}=0+1=1$. Hence
\begin{equation}
\mathbf p=2\mathbf e_3+2\mathbf e_2+\tfrac72\mathbf b_1=(2,-\tfrac72,2),\qquad |\mathbf p|=\tfrac92 .
\end{equation}
The source would then be $-\mu_0\omega_4^2\xi A_1A_2A_3^*\,\mathbf p$, with the new wave polarized along $\mathbf p$.

\section{Where it fails}

A free plane wave must be transverse, but in units of $k_3$
\begin{equation}
\mathbf k_4\cdot\mathbf p=4-7-2=-5\neq0 .
\end{equation}
The fault lies in Eq.~(\ref{wrong}), which follows from Maxwell's equations under two assumptions. The first is $\nabla\cdot\mathbf E=0$. With it, the divergence of the left side of Eq.~(\ref{wrong}) vanishes, while that of the right side is $\mu_0\partial_t^2\nabla\cdot\mathbf P\neq0$, so the equation contradicts its own premise. The second is that the medium has no magnetization. The Lagrangian (\ref{lag}) depends on $\mathbf B$ as strongly as on $\mathbf E$, so this assumption fails too. Discarding the part of $\mathbf p$ along $\mathbf k_4$ would repair the first fault and leave the second.

The phase in Eq.~(\ref{k4}) and the polarization amplitude (\ref{p}) remain correct and are used below.

\section{The wave equation}

The field equations follow from varying the potentials in $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. Define
\begin{equation}
\mathbf D=\frac{\partial L}{\partial\mathbf E}=\varepsilon_0\mathbf E+\mathbf P,\qquad
\mathbf H=-\frac{\partial L}{\partial\mathbf B}=\frac{\mathbf B}{\mu_0}-\mathbf M ,
\end{equation}
where $\varepsilon_0c^2=1/\mu_0$ was used. The magnetization is the $\mathbf B$-derivative of the quartic term. With $\partial\mathcal F/\partial\mathbf B=-2c^2\mathbf B$ and $\partial\mathcal G/\partial\mathbf B=c\mathbf E$,
\begin{equation}
\mathbf M=c\,\xi\left(-4\mathcal F\,c\mathbf B+14\,\mathcal G\,\mathbf E\right).
\label{M}
\end{equation}
The variation of the action, with variations that vanish at the boundary, is
\begin{align}
\delta\!\int\! L\,d^3r\,dt
&=\int\left[\mathbf D\cdot(-\nabla\delta\phi-\partial_t\delta\mathbf A)-\mathbf H\cdot(\nabla\times\delta\mathbf A)\right]d^3r\,dt\nonumber\\
&=\int\left[\delta\phi\,\nabla\cdot\mathbf D+\delta\mathbf A\cdot(\partial_t\mathbf D-\nabla\times\mathbf H)\right]d^3r\,dt .
\end{align}
The second line follows by partial integration. Since $\delta\phi$ and $\delta\mathbf A$ are arbitrary,
\begin{equation}
\nabla\cdot\mathbf D=0,\qquad \nabla\times\mathbf H=\partial_t\mathbf D .
\end{equation}
Inserting $\mathbf D$ and $\mathbf H$ gives
\begin{equation}
\nabla\cdot\mathbf E=-\frac{\nabla\cdot\mathbf P}{\varepsilon_0},\qquad
\nabla\times\mathbf B=\frac1{c^2}\partial_t\mathbf E+\mu_0\left(\partial_t\mathbf P+\nabla\times\mathbf M\right).
\label{maxwell}
\end{equation}
The potentials also imply $\nabla\times\mathbf E=-\partial_t\mathbf B$. Its curl is
\begin{equation}
\nabla(\nabla\cdot\mathbf E)-\nabla^2\mathbf E=-\partial_t\nabla\times\mathbf B .
\end{equation}
Substitute both parts of Eq.~(\ref{maxwell}), change the overall sign, and use $1/\varepsilon_0=\mu_0c^2$:
\begin{equation}
\boxed{\;\nabla^2\mathbf E-\frac1{c^2}\partial_t^2\mathbf E
=\mu_0\left[\partial_t^2\mathbf P+\partial_t\nabla\times\mathbf M-c^2\nabla(\nabla\cdot\mathbf P)\right]\;}
\label{wave}
\end{equation}
This answers (a). Within the Lagrangian (\ref{lag}) no weak-field step has been used so far. The next step is perturbative: $\mathbf P$ and $\mathbf M$ are evaluated with the three undisturbed input waves, which gives the response to first order in $\xi$.

\section{Which combinations are resonant}

The cubic response contains phases $h_1\theta_1+h_2\theta_2+h_3\theta_3$ with integers $h_j$ and $|h_1|+|h_2|+|h_3|$ equal to 1 or 3. Let $\omega$ and $\mathbf k$ be the frequency and wave vector of such a term, and let $a_{ij}=\omega_i\omega_j(1-\mathbf n_i\cdot\mathbf n_j)$, which is positive for nonparallel beams. Because $\omega_j^2=c^2k_j^2$ for each input wave, the squares cancel and the cross terms remain:
\begin{equation}
\omega^2-c^2k^2=2\sum_{i<j}h_ih_j\,a_{ij}.
\label{shell}
\end{equation}
For $(1,1,-1)$ this vanishes when $a_{12}=a_{13}+a_{23}$, that is, when
\begin{equation}
\omega_3=\frac{\omega_1\omega_2(1-\mathbf n_1\cdot\mathbf n_2)}
{\omega_1(1-\mathbf n_1\cdot\mathbf n_3)+\omega_2(1-\mathbf n_2\cdot\mathbf n_3)} .
\label{match}
\end{equation}
For mutually perpendicular beams this becomes $\omega_3=\omega_1\omega_2/(\omega_1+\omega_2)$. With $\omega_1=\omega_2$ it gives $\omega_3=\omega_1/2$, the ratio chosen in the problem.

Equation (\ref{shell}) also settles the other combinations when no two beams are parallel and Eq.~(\ref{match}) holds:
\begin{itemize}
\item $(1,1,1)$ gives $2(a_{12}+a_{13}+a_{23})>0$, so it is off resonance.
\item $(1,-1,1)$ gives $2(-a_{12}+a_{13}-a_{23})=-4a_{23}$, and $(-1,1,1)$ gives $-4a_{13}$. Both are off resonance.
\item Two-beam terms such as $(2,\pm1,0)$ give $\pm4a_{12}$ and are off resonance.
\item $(3,0,0)$ and its analogues satisfy the resonance condition but have no source, since $\mathcal F=\mathcal G=0$ for a single plane wave.
\item $(1,0,0)$ and its analogues are resonant. They act back on the input waves, and through these they change wave 4 at order $\xi^2$, which is neglected.
\end{itemize}
The answer to (b) is therefore the wave of Eq.~(\ref{k4}):
\begin{equation}
\omega_4=3\omega_3,\qquad \mathbf n_4=\tfrac13(2,2,-1),\qquad \lambda_4=\frac{800\ \mathrm{nm}}3=266.7\ \mathrm{nm}.
\end{equation}
It leaves at $19.5^\circ$ below the plane of beams 1 and 2, midway between them in azimuth, and so is separated from all three inputs in direction and frequency. In terms of photons, one from beam 1 and one from beam 2 become one in beam 3 and one in the new wave. The two relations for $\mathbf k_4$ and $\omega_4$ are momentum and energy conservation for this process.

\section{The source}

The magnetization amplitude follows from Eq.~(\ref{M}) by the same counting that led to Eq.~(\ref{p}):
\begin{equation}
\tilde{\mathbf M}=c\,\xi A_1A_2A_3^*\,\mathbf m,\qquad
\mathbf m=\sum_k\left(-2S_{ij}\mathbf b_k+\tfrac72G_{ij}\mathbf e_k\right).
\end{equation}
On a term with phase $\theta_4$, $\partial_t$ becomes $-i\omega_4$ and $\nabla$ becomes $i\mathbf k_4$. The right side of Eq.~(\ref{wave}) then has the amplitude
\begin{equation}
\tilde{\mathbf Q}=\mu_0\left[-\omega_4^2\tilde{\mathbf P}+\omega_4\mathbf k_4\times\tilde{\mathbf M}+c^2\mathbf k_4(\mathbf k_4\cdot\tilde{\mathbf P})\right].
\end{equation}
The middle sign is $(-i)(i)=+1$; the last is $-(i)(i)=+1$. On resonance $\mathbf k_4=\omega_4\mathbf n_4/c$, so
\begin{equation}
\boxed{\;\tilde{\mathbf Q}=-\mu_0\omega_4^2\,\xi A_1A_2A_3^*\,\mathbf g,\qquad
\mathbf g=\mathbf p-\mathbf n_4(\mathbf n_4\cdot\mathbf p)-\mathbf n_4\times\mathbf m\;}
\label{g}
\end{equation}
The vector $\mathbf g$ is transverse, as required. The longitudinal part of $\tilde{\mathbf P}$ does not radiate. By $\nabla\cdot\mathbf D=0$ it is balanced by a local field $-\mathbf n_4(\mathbf n_4\cdot\tilde{\mathbf P})/\varepsilon_0$, which does not grow with distance.

For the given beams,
\begin{align}
\mathbf m&=-2\mathbf b_3-2\mathbf b_2+\tfrac72\mathbf e_1=(-2,-2,\tfrac72),\\
\mathbf n_4\cdot\mathbf p&=\tfrac13(4-7-2)=-\tfrac53,\\
\mathbf p-\mathbf n_4(\mathbf n_4\cdot\mathbf p)&=(2,-\tfrac72,2)+\tfrac59(2,2,-1)=\left(\tfrac{28}9,-\tfrac{43}{18},\tfrac{13}9\right),\\
\mathbf n_4\times\mathbf m&=\tfrac13(7-2,\;2-7,\;-4+4)=\left(\tfrac53,-\tfrac53,0\right),\\
\mathbf g&=\left(\tfrac{13}9,-\tfrac{13}{18},\tfrac{13}9\right)=\tfrac{13}{18}(2,-1,2),\qquad |\mathbf g|=\tfrac{13}6 .
\end{align}
The new wave is linearly polarized along $(2,-1,2)/3$. The tempting solution had $\tfrac92$ in place of $\tfrac{13}6$, an amplitude 2.1 times too large and an intensity 4.3 times too large. Projection alone would have left $\sqrt{81/4-25/9}=4.2$, still 1.9 times too large. Most of the correction to the size therefore comes from the magnetization.

The structure of $\mathbf g$ becomes clearer on projection onto an output polarization $\mathbf e_4\perp\mathbf n_4$, with $\mathbf b_4=\mathbf n_4\times\mathbf e_4$. Since $\mathbf e_4\cdot(\mathbf n_4\times\mathbf m)=-\mathbf m\cdot\mathbf b_4$,
\begin{align}
\mathbf e_4\cdot\mathbf g&=\mathbf e_4\cdot\mathbf p+\mathbf b_4\cdot\mathbf m\nonumber\\
&=2(S_{12}S_{34}+S_{13}S_{24}+S_{23}S_{14})+\tfrac72(G_{12}G_{34}+G_{13}G_{24}+G_{23}G_{14}).
\end{align}
All four waves enter alike, as they must when the coupling comes from one quartic Lagrangian. Without $\mathbf m$ this symmetry is lost.

For three parallel beams $\mathbf b_i\cdot\mathbf b_j=\mathbf e_i\cdot\mathbf e_j$, so $S_{ij}=0$. Also $\mathbf e_i\cdot(\mathbf n\times\mathbf e_j)=-\mathbf e_j\cdot(\mathbf n\times\mathbf e_i)$, so $G_{ij}=0$. The source vanishes: parallel plane waves do not mix in this model, although their phases match.

\section{The emitted field}

Let the overlap region be a slab $0<s<L_s$ with faces normal to $\mathbf k_4$, and neglect derivatives of the beam envelopes at its edges. Each transverse component $u(s)$ of the complex field obeys $u''+k_4^2u=\tilde Q\,e^{iqs}$, with $q=k_4$ on resonance. The function $e^{ik_4|s-s'|}/(2ik_4)$ describes outgoing waves, and its slope jumps by 1 at $s=s'$, so it is the required Green function. At the exit face,
\begin{equation}
u(L_s)=\int_0^{L_s}\frac{e^{ik_4(L_s-s')}}{2ik_4}\,\tilde Q\,e^{iqs'}ds'
\;\xrightarrow{\,q=k_4\,}\;\frac{\tilde Q L_s}{2ik_4}\,e^{ik_4L_s}.
\label{green}
\end{equation}
Insert Eq.~(\ref{g}), with $-1/i=i$ and $\mu_0\omega_4^2/k_4=\mu_0c\,\omega_4=\omega_4/(\varepsilon_0c)$. The emitted amplitude is
\begin{equation}
\mathbf A_4=\frac{i\omega_4\,\xi L_s}{2\varepsilon_0c}\,A_1A_2A_3^*\,\mathbf g .
\label{A4}
\end{equation}
With $I_j=\tfrac12\varepsilon_0c|A_j|^2$ for every wave, this becomes
\begin{equation}
I_4=\frac{\varepsilon_0c}{2}\,\frac{(\omega_4\xi|\mathbf g|L_s)^2}{4\varepsilon_0^2c^2}\,\frac{8I_1I_2I_3}{(\varepsilon_0c)^3}
=\frac{(\omega_4\xi|\mathbf g|L_s)^2}{(\varepsilon_0c)^4}\,I_1I_2I_3 .
\end{equation}
The factor $L_s^2$ expresses coherent growth: contributions from all depths arrive in phase.

Each input amplitude is $A=\sqrt{2I/(\varepsilon_0c)}=2.745\times10^{14}$ V/m, and $\xi=1.305\times10^{-52}\ \mathrm{J\,m\,V^{-4}}$. With $\omega_4=7.064\times10^{15}$ rad/s, the source and the emitted field are
\begin{align}
|\tilde{\mathbf Q}|&=\mu_0\omega_4^2\,\xi A^3\times\tfrac{13}6=3.667\times10^{17}\ \mathrm{V/m^3},\\
|\mathbf A_4|&=\frac{|\tilde{\mathbf Q}|L_s}{2k_4}
=\frac{(3.667\times10^{17}\ \mathrm{V/m^3})(10^{-5}\ \mathrm m)}{2\times2.356\times10^{7}\ \mathrm{m^{-1}}}
=7.78\times10^4\ \mathrm{V/m}.
\end{align}
This answers (c). The emitted field is $2.8\times10^{-10}$ of an input field, so neglecting depletion is justified. The weak-field and low-frequency conditions hold as well: $A/E_{\rm cr}=2.1\times10^{-4}$ and $\hbar\omega_4/(mc^2)=9.1\times10^{-6}$.

The emitted intensity is $8.0\times10^6\ \mathrm{W/m^2}$. Over an area of $100\ \mu\mathrm m^2$ and a time of 30 fs, and with a photon energy of 4.65 eV, it corresponds to about 30 photons. This is an order-of-magnitude estimate. In 30 fs light travels about $9\ \mu$m, close to $L_s$, so the steady overlap assumed here would not be reached cleanly. Focusing, pulse shape and diffraction are also ignored. Because the yield goes as the product of three intensities, smooth pulses with these widths and the same peak intensity give several times fewer photons.

\section{Missing the resonance}

Raise $\omega_3$ by a fraction $\delta$, with the directions and the other two frequencies fixed. The source then has wave number $q=|\mathbf k_1+\mathbf k_2-\mathbf k_3|$, which differs from $\omega_4/c$ by $\Delta=q-\omega_4/c$. With the slab faces normal to the new source wave vector, the integral in Eq.~(\ref{green}), with $k_4$ there replaced by $\omega_4/c$, contains $\int_0^{L_s}e^{i\Delta s'}ds'$. The intensity is multiplied by
\begin{equation}
\left[\frac{\sin(\Delta L_s/2)}{\Delta L_s/2}\right]^2,
\end{equation}
apart from a slow change of the prefactor. In units of the original $k_3$,
\begin{equation}
\Delta=\sqrt{8+(1+\delta)^2}-(3-\delta)\approx\left(3+\tfrac{\delta}{3}\right)-(3-\delta)=\tfrac43\delta .
\end{equation}
For $\delta=0.05$ the full expression gives $\Delta=0.526\ \mu\mathrm m^{-1}$ and $\Delta L_s/2=2.63$ rad, and the factor is 0.034. For monochromatic beams and a sharp-edged slab, a 5 percent error in $\omega_3$ thus removes about 97 percent of the signal. The sensitivity depends on the beam: the same fractional rise of $\omega_1$ alone gives $\Delta\approx2\delta\,(\mathbf n_4\cdot\mathbf n_1-1)=-\tfrac23\delta$, half as large in size. At 5 percent the mismatch factor is then 0.56, while the prefactor rises by about 15 percent, so roughly a third of the signal is lost. The first zero, $\Delta L_s=2\pi$, lies near $\delta=3\lambda_3/(4L_s)=0.06$, so a longer overlap demands a closer match. These figures assume pulses much longer than $L_s/c$. A transform-limited 30 fs pulse at 800 nm has a bandwidth of about 4 percent, comparable to the detunings considered here. For such pulses the loss is smaller, the zeros are filled in, and the tolerance is set by the pulse length as well as by $L_s$.

The numerical check checks the wave equation against the variation of the potentials, the source against a Fourier analysis of the full cubic response, and the growth and mismatch factors against a numerical solution of the driven wave equation.

\section*{Computed results}
\begin{verbatim}
GEOMETRY: beams 1, 2, 3 along x, y, z; polarizations z, z, x
matched frequency ratio w3/w1 = 0.500000
output frequency ratio w4/w3 = 3.000000
k4 in units of k3 = (2.000000, 2.000000, -1.000000)
output direction n4 = (0.666667, 0.666667, -0.333333)
angle of n4 below xy plane = 19.4712 deg
azimuth of n4 from x = 45.0000 deg
polarization vector p = (2.000000, -3.500000, 2.000000)
magnetization vector m = (-2.000000, -2.000000, 3.500000)
source vector g = (1.444444, -0.722222, 1.444444)
source size |g| = 2.166667
output polarization g/|g| = (0.666667, -0.333333, 0.666667)
driven harmonics with positive frequency = 17
resonant: new wave 1+2-3 and the three input waves only
INPUTS AND CONSTANTS
wavelength of beams 1 and 2 = 400.0 nm
wavelength of beam 3 = 800.0 nm
intensity of each beam = 1.000e+26 W/m^2
slab thickness = 10.00 um
quartic coefficient xi = 1.305012e-52 J m/V^4
critical field = 1.323285e+18 V/m
input field amplitude = 2.744924e+14 V/m
input field / critical field = 2.0743e-04
OUTPUT
output wavelength = 266.667 nm
output angular frequency = 7.063693e+15 rad/s
output photon energy = 4.64941 eV
photon energy / electron rest energy = 9.0987e-06
vacuum polarization amplitude = 1.21456e-08 C/m^2
wave-equation source amplitude = 3.66666e+17 V/m^3
output field amplitude = 7.78090e+04 V/m
output / input field amplitude = 2.83465e-10
output intensity = 8.03525e+06 W/m^2
area for photon estimate = 100.0 um^2
duration for photon estimate = 30.0 fs
estimated output photons = 32.36
PHASE MISMATCH
fractional detuning of beam 3 = 0.050
wave-number mismatch = 0.52649 1/um
half phase mismatch = 2.63246 rad
intensity factor, wave equation = 0.034284
intensity factor, formula = 0.034284
\end{verbatim}
